# Geometric phase analysis: displacement gradients from two lattice peaks: test program

```python
# Geometric phase analysis of a two-dimensional lattice image.
# Result under test: P = -2 pi G u, so grad u = -(1/2 pi) inv(G) grad P.
# Rows of G: two reference reciprocal vectors (cycles/angstrom).
# u(r): displacement at the observed position r; e = grad u.
# F = inv(I-e): deformation gradient relative to the reference lattice.
# Array axes are [y, x]; vector and tensor components are ordered x, y.
import numpy as np
from scipy.constants import physical_constants
from scipy.ndimage import gaussian_filter

bohr = physical_constants["Bohr radius"][0] * 1e10
N, pixel = 512, 0.4
coord = np.arange(N) * pixel
X, Y = np.meshgrid(coord, coord)
crop = (slice(80, 432), slice(80, 432))
reference = (slice(80, 150), slice(80, 432))
reference_in_crop = (slice(0, 70), slice(0, 352))
mask_width = 0.04
sigma_r = 1 / (2 * np.pi * mask_width)
freq = np.fft.fftfreq(N, pixel)
KX, KY = np.meshgrid(freq, freq)
mask = np.exp(-(KX**2 + KY**2) / (2 * mask_width**2))

lattice = np.array([[4.0, 2.0], [0.0, 4.0]])  # columns: direct vectors
G_true = np.linalg.inv(lattice)
atom_width = 0.8
identity = np.eye(2)


def atom_image(move):
    """Sum of Gaussian atoms at positions given by the map move(x, y)."""
    n1, n2 = np.meshgrid(np.arange(-90, 91), np.arange(-20, 80))
    rx, ry = lattice @ np.array([n1.ravel(), n2.ravel()])
    keep = (rx > -30) & (rx < 250) & (ry > -30) & (ry < 250)
    px, py = move(rx[keep], ry[keep])
    gx = np.exp(-(px[:, None] - coord)**2 / (2 * atom_width**2))
    gy = np.exp(-(coord[:, None] - py)**2 / (2 * atom_width**2))
    return gy @ gx


def fringe_image(ux, uy):
    """Ideal two-fringe image of a field given at observed positions."""
    image = np.ones((N, N))
    for g in G_true:
        image += np.cos(2 * np.pi * (g[0] * (X - ux) + g[1] * (Y - uy)))
    return image


def demodulate(image, g):
    carrier = np.exp(-2j * np.pi * (g[0] * X + g[1] * Y))
    return np.fft.ifft2(np.fft.fft2(image * carrier) * mask)


def refine(image, g):
    """Correct g by the mean phase slope in the reference region."""
    h = demodulate(image, g)[reference]
    sx = np.angle(np.sum(h[:, 1:] * h[:, :-1].conj()))
    sy = np.angle(np.sum(h[1:] * h[:-1].conj()))
    return g + np.array([sx, sy]) / (2 * np.pi * pixel)


def unwrap(phase, first=1):
    return np.unwrap(np.unwrap(phase, axis=first), axis=1 - first)


def analyse(image, G):
    """Return wrapped phases, unwrapped phases, u and grad u in the crop."""
    wrapped = np.array([np.angle(demodulate(image, g)[crop]) for g in G])
    phase = np.array([unwrap(p) for p in wrapped])
    phase -= np.array([p[reference_in_crop].mean() for p in phase])[:, None, None]
    slopes = np.array([[np.gradient(p, pixel, axis=a, edge_order=2)
                        for a in (1, 0)] for p in phase])
    inverse = np.linalg.inv(G)
    u = -np.einsum("im,myx->iyx", inverse, phase) / (2 * np.pi)
    e = -np.einsum("im,mjyx->yxij", inverse, slopes) / (2 * np.pi)
    return wrapped, phase, u, e


def winding(phase):
    """Counterclockwise phase circuit around the array edge, in turns."""
    path = np.concatenate([phase[0, :], phase[1:, -1],
                           phase[-1, -2::-1], phase[-2::-1, 0]])
    return np.angle(np.exp(1j * np.diff(path))).sum() / (2 * np.pi)


def rms(a):
    return np.sqrt(np.mean(a**2))


# Film example: truth is specified in reference coordinates.
normal_strain, y_interface, interface_width = 0.06, 100.0, 5.0
wave_amplitude, wave_period = 0.3, 60.0
q = 2 * np.pi / wave_period


def film_displacement(x, y):
    t = (y - y_interface) / interface_width
    s = 1 / (1 + np.exp(-t))
    return (wave_amplitude * np.sin(q * x) * s,
            normal_strain * interface_width * np.logaddexp(0, t))


def film_map(x, y):
    ux, uy = film_displacement(x, y)
    return x + ux, y + uy


film = atom_image(film_map)
G_seed = np.array([[0.24, -0.13], [0.01, 0.24]])
G = G_seed.copy()
for _ in range(3):
    G = np.array([refine(film, g) for g in G])
g_error = np.abs(G - G_true).max()
assert g_error < 2e-5
wrapped, phase, u, e = analyse(film, G)

# Invert the imposed atomic map to obtain the true observed-position field.
RX, RY = X.copy(), Y.copy()
for _ in range(30):
    ux, uy = film_displacement(RX, RY)
    RX, RY = X - ux, Y - uy
check_x, check_y = film_map(RX, RY)
assert max(np.abs(check_x - X).max(), np.abs(check_y - Y).max()) < 1e-9
s = 1 / (1 + np.exp(-(RY - y_interface) / interface_width))
H_true = np.zeros((N, N, 2, 2))
H_true[..., 0, 0] = wave_amplitude * q * np.cos(q * RX) * s
H_true[..., 0, 1] = (wave_amplitude * np.sin(q * RX)
                     * s * (1 - s) / interface_width)
H_true[..., 1, 1] = normal_strain * s
e_true = identity - np.linalg.inv(identity + H_true)
width_pixels = sigma_r / pixel
e_smooth = np.zeros_like(e_true)
for i in range(2):
    for j in range(2):
        e_smooth[..., i, j] = gaussian_filter(e_true[..., i, j], width_pixels)
u_true = np.array(film_displacement(RX, RY))
u_smooth = np.array([gaussian_filter(a, width_pixels) for a in u_true])
error_raw = rms(e - e_true[crop])
error_smooth = rms(e - e_smooth[crop])
max_error = np.abs(e - e_smooth[crop]).max()
u_error = np.abs(u - u_smooth[(slice(None),) + crop]).max()
assert max_error < 3e-3 and error_smooth < 0.5 * error_raw
assert u_error < 0.02

# The film needs unwrapping, and both unwrapping orders agree.
phase_range = np.ptp(phase[1])
false_slope = np.abs(np.gradient(wrapped[1], pixel, axis=0)).max()
true_slope = np.abs(np.gradient(phase[1], pixel, axis=0)).max()
assert phase_range > np.pi and false_slope > 10 * true_slope
film_order = max(np.abs(unwrap(p) - unwrap(p, 0)).max() for p in wrapped)
assert film_order < 1e-8

H = np.linalg.inv(identity - e) - identity
film_mean_e = e[270:330, 40:340, 1, 1].mean()
film_mean_H = H[270:330, 40:340, 1, 1].mean()
assert abs(film_mean_H - normal_strain) < 3e-4

# A finite homogeneous deformation tests the nonlinear conversion.
F_set = np.array([[1.03, 0.02], [-0.01, 0.95]])
uniform = atom_image(lambda x, y: F_set @ np.array([x, y]))
e_uniform = analyse(uniform, G_true)[3]
F_found = np.linalg.inv(identity - e_uniform)
F_error = np.abs(F_found - F_set).max()
linear_error = np.abs(e_uniform.mean((0, 1)) - (F_set - identity)).max()
assert F_error < 1e-5 and linear_error > 1e-3

# Transfer of a weak short-period displacement wave.
short_period, weak_amplitude = 20.0, 0.02
wave = np.sin(2 * np.pi * X / short_period)
u_wave = analyse(fringe_image(weak_amplitude * wave, 0 * X), G_true)[2][0]
basis = np.column_stack([wave[crop].ravel(),
                         np.cos(2 * np.pi * X[crop] / short_period).ravel(),
                         np.ones(u_wave.size)])
fit = np.linalg.lstsq(basis, u_wave.ravel(), rcond=None)[0]
transfer_found = fit[0] / weak_amplitude
transfer_law = np.exp(-1 / (2 * short_period**2 * mask_width**2))
assert abs(transfer_found - transfer_law) < 2e-3
film_transfer = np.exp(-1 / (2 * wave_period**2 * mask_width**2))

# Pixel noise: Monte Carlo against the propagated standard deviation.
noise = 0.05
perfect = atom_image(lambda x, y: (x, y))
amplitude = (2 * np.pi * atom_width**2 / np.linalg.det(lattice)
             * np.exp(-2 * np.pi**2 * atom_width**2 * np.sum(G_true**2, axis=1)))
phase_noise = noise * pixel * mask_width * np.sqrt(np.pi / 2) / amplitude
slope_noise = np.sqrt(2) * np.pi * mask_width * phase_noise
noise_law = np.sqrt((lattice**2) @ slope_noise**2) / (2 * np.pi)
rng = np.random.default_rng(12)
square_sum = np.zeros((2, 2))
trials = 20
for _ in range(trials):
    sample = analyse(perfect + noise * rng.standard_normal((N, N)), G_true)[3]
    square_sum += np.mean(sample**2, axis=(0, 1))
noise_found = np.sqrt(square_sum / trials)
assert np.all(np.abs(noise_found / noise_law[:, None] - 1) < 0.10)

# A lattice-vector jump gives phase winding and path-dependent unwrapping.
burgers = lattice[:, 0]
angle = np.arctan2(Y - 102.2, X - 102.2)
defect = fringe_image(burgers[0] * angle / (2 * np.pi),
                      burgers[1] * angle / (2 * np.pi))
defect_phase = [np.angle(demodulate(defect, g)[crop]) for g in G_true]
turns = np.array([winding(p) for p in defect_phase])
order_turns = np.array([np.abs(unwrap(p) - unwrap(p, 0)).max() / (2 * np.pi)
                        for p in defect_phase])
assert np.allclose(turns, -G_true @ burgers, atol=1e-6)
assert np.allclose(order_turns, np.abs(G_true @ burgers), atol=1e-6)

# Probe at observed position x = 120 angstrom, y = 140 angstrom.
iy, ix = 350, 300
cy, cx = iy - 80, ix - 80


def show(label, values, unit, digits=5):
    text = " ".join(f"{v:.{digits}f}" for v in np.ravel(values))
    print(f"{label}: {text} {unit}")


print(f"image: {N} x {N} pixels, pixel size {pixel} angstrom")
show("analysed interval in x and y", [coord[80], coord[431]], "angstrom", 1)
show("reference interval in y", [coord[80], coord[149]], "angstrom", 1)
show("direct vectors a1, a2", lattice.T, "angstrom", 2)
show("atomic Gaussian width", atom_width, "angstrom", 2)
show("film normal strain set", normal_strain, "(dimensionless)", 3)
show("interface position, width", [y_interface, interface_width], "angstrom", 1)
show("film wave amplitude, period", [wave_amplitude, wave_period], "angstrom", 2)
show("mask width s", mask_width, "1/angstrom", 3)
show("real-space filter width", sigma_r, "angstrom", 3)
show("seed g1, g2", G_seed, "1/angstrom", 3)
show("refined g1, g2", G, "1/angstrom", 6)
print(f"largest error of refined g: {g_error:.2e} 1/angstrom")
show("unwrapped range of phase 2", phase_range, "rad", 3)
show("largest y slope, phase 2 wrapped", false_slope, "rad/angstrom", 3)
show("largest y slope, phase 2 unwrapped", true_slope, "rad/angstrom", 3)
print(f"rms gradient error, raw truth: {error_raw:.2e} (dimensionless)")
print(f"rms gradient error, smoothed truth: {error_smooth:.2e} (dimensionless)")
print(f"max gradient error, smoothed truth: {max_error:.2e} (dimensionless)")
print(f"max displacement error, smoothed truth: {u_error:.2e} angstrom")
show("probe x, y", [coord[ix], coord[iy]], "angstrom", 1)
show("probe phases P1, P2", phase[:, cy, cx], "rad", 4)
show("probe u found", u[:, cy, cx], "angstrom", 4)
show("probe u true", u_true[:, iy, ix], "angstrom", 4)
show("probe u found", u[:, cy, cx] / bohr, "bohr", 4)
show("probe e found xx xy yx yy", e[cy, cx], "(dimensionless)")
show("probe e true xx xy yx yy", e_true[iy, ix], "(dimensionless)")
show("probe H found xx xy yx yy", H[cy, cx], "(dimensionless)")
show("probe H true xx xy yx yy", H_true[iy, ix], "(dimensionless)")
show("film mean e_yy, H_yy", [film_mean_e, film_mean_H], "(dimensionless)")
show("transfer law at film wave period", film_transfer, "(dimensionless)", 4)
show("short test wave period", short_period, "angstrom", 1)
show("short-wave transfer found, law", [transfer_found, transfer_law],
     "(dimensionless)")
show("uniform F set xx xy yx yy", F_set, "(dimensionless)", 3)
print(f"uniform F max error: {F_error:.2e} (dimensionless)")
print(f"error if e is taken as F-I: {linear_error:.2e} (dimensionless)")
show("pixel noise", noise, "(atomic peak height = 1)", 3)
show("fringe amplitudes A1, A2", amplitude, "(atomic peak height = 1)")
show("phase noise law P1, P2", phase_noise, "rad")
show("strain noise law, x row and y row", noise_law, "(dimensionless)", 6)
show("strain noise found xx xy yx yy", noise_found, "(dimensionless)", 6)
show("dislocation jump b", burgers, "angstrom", 2)
show("phase winding for g1, g2", turns, "turns", 4)
show("unwrapping-order difference g1, g2", order_turns, "turns", 4)
print("tests ok")
```

Output:

```
image: 512 x 512 pixels, pixel size 0.4 angstrom
analysed interval in x and y: 32.0 172.4 angstrom
reference interval in y: 32.0 59.6 angstrom
direct vectors a1, a2: 4.00 0.00 2.00 4.00 angstrom
atomic Gaussian width: 0.80 angstrom
film normal strain set: 0.060 (dimensionless)
interface position, width: 100.0 5.0 angstrom
film wave amplitude, period: 0.30 60.00 angstrom
mask width s: 0.040 1/angstrom
real-space filter width: 3.979 angstrom
seed g1, g2: 0.240 -0.130 0.010 0.240 1/angstrom
refined g1, g2: 0.250000 -0.124999 -0.000000 0.249999 1/angstrom
largest error of refined g: 1.17e-06 1/angstrom
unwrapped range of phase 2: 6.436 rad
largest y slope, phase 2 wrapped: 7.765 rad/angstrom
largest y slope, phase 2 unwrapped: 0.089 rad/angstrom
rms gradient error, raw truth: 7.92e-04 (dimensionless)
rms gradient error, smoothed truth: 4.70e-05 (dimensionless)
max gradient error, smoothed truth: 1.78e-04 (dimensionless)
max displacement error, smoothed truth: 1.61e-03 angstrom
probe x, y: 120.0 140.0 angstrom
probe phases P1, P2: 1.7780 -3.5561 rad
probe u found: 0.0001 2.2639 angstrom
probe u true: -0.0000 2.2643 angstrom
probe u found: 0.0001 4.2781 bohr
probe e found xx xy yx yy: 0.02795 0.00000 -0.00000 0.05656 (dimensionless)
probe e true xx xy yx yy: 0.03044 -0.00000 0.00000 0.05658 (dimensionless)
probe H found xx xy yx yy: 0.02876 0.00000 -0.00000 0.05995 (dimensionless)
probe H true xx xy yx yy: 0.03140 -0.00000 0.00000 0.05997 (dimensionless)
film mean e_yy, H_yy: 0.05659 0.05999 (dimensionless)
transfer law at film wave period: 0.9169 (dimensionless)
short test wave period: 20.0 angstrom
short-wave transfer found, law: 0.45787 0.45783 (dimensionless)
uniform F set xx xy yx yy: 1.030 0.020 -0.010 0.950 (dimensionless)
uniform F max error: 8.98e-09 (dimensionless)
error if e is taken as F-I: 2.42e-03 (dimensionless)
pixel noise: 0.050 (atomic peak height = 1)
fringe amplitudes A1, A2: 0.09367 0.11411 (atomic peak height = 1)
phase noise law P1, P2: 0.01070 0.00879 rad
strain noise law, x row and y row: 0.001309 0.000994 (dimensionless)
strain noise found xx xy yx yy: 0.001319 0.001320 0.001001 0.001004 (dimensionless)
dislocation jump b: 4.00 0.00 angstrom
phase winding for g1, g2: -1.0000 -0.0000 turns
unwrapping-order difference g1, g2: 1.0000 0.0000 turns
tests ok
```
